# How Pressure Shifts the Melting Temperatures of Silicon and Aluminium

## Problem

A crystal grower wants to know how the melting temperatures of silicon and aluminium respond when the pressure on crystal and melt is raised. The table gives rough, rounded values for the pure elements at their melting points under atmospheric pressure.

| Quantity | Si | Al |
|---|---:|---:|
| Melting temperature \(T_m\), K | 1690 | 933 |
| Latent heat \(L\), kJ/mol | 50.0 | 10.7 |
| Solid molar volume \(V_s\), cm³/mol | 12.2 | 10.6 |
| Liquid molar volume \(V_l\), cm³/mol | 11.0 | 11.4 |

1. Derive the relation between the slope \(dT_m/dP\), the latent heat and the two molar volumes.
2. Find the sign and size of the slope for each element.
3. Find the shifts for an added pressure of 10 MPa, the scale of a pressurised growth vessel.
4. Decide whether modest errors in the table could change either sign.

Take the interface as flat, the solid as hydrostatically stressed, and the pressure as common to both phases. The pressurising medium does not dissolve in the melt. Silicon keeps its diamond structure when solid.

## Hints

**Hint 1.** At fixed temperature and pressure, the stable phase of a pure substance has the lower molar Gibbs energy. What does this imply where solid and liquid coexist?

**Hint 2.** Move a small distance along the coexistence line. The Gibbs energies of the two phases change, but their equality must survive.

**Hint 3.** The entropy of melting is not in the table. Obtain it from the latent heat by using the equality of Gibbs energies once more.

**Hint 4.** Define every difference as liquid minus solid, and keep that order throughout. Convert cm³ to m³ and kJ to J before dividing.

## Full solution

### 1. The slope of the melting line

For one mole of a phase, the Gibbs energy is \(G=U+PV-TS\), where \(U\), \(V\) and \(S\) are the molar internal energy, volume and entropy. Its differential is

\[
dG=dU+P\,dV+V\,dP-T\,dS-S\,dT .
\]

For reversible changes of a pure phase under hydrostatic pressure, \(dU=T\,dS-P\,dV\). Substitution cancels the terms in \(dS\) and \(dV\), leaving

\[
dG=-S\,dT+V\,dP .
\]

Solid and liquid coexist when neither can lower the total Gibbs energy by converting into the other:

\[
G_s(T,P)=G_l(T,P).
\]

This equation defines the line \(T=T_m(P)\). At a neighbouring point on the line the equality holds again, so \(dG_s=dG_l\):

\[
-S_s\,dT+V_s\,dP=-S_l\,dT+V_l\,dP .
\]

Collect the temperature terms on the left and the pressure terms on the right:

\[
(S_l-S_s)\,dT=(V_l-V_s)\,dP .
\]

With \(\Delta S=S_l-S_s\) and \(\Delta V=V_l-V_s\), this becomes

\[
\frac{dT_m}{dP}=\frac{\Delta V}{\Delta S}.
\]

To replace \(\Delta S\), write \(G=H-TS\), where \(H=U+PV\) is the molar enthalpy. The latent heat is the heat absorbed on melting at constant pressure, \(L=H_l-H_s\). At coexistence,

\[
0=G_l-G_s=L-T_m\Delta S,
\qquad\text{so}\qquad
\Delta S=\frac{L}{T_m}.
\]

The result is the Clapeyron relation,

\[
\boxed{\frac{dT_m}{dP}=\frac{T_m\,\Delta V}{L}} .
\]

No assumption about the size of \(\Delta V\) was needed. The relation gives the local slope, and all quantities on the right belong to the same point of the melting line.

The sign of \(L\) also follows from stability. At constant pressure,

\[
\left(\frac{\partial (G_l-G_s)}{\partial T}\right)_P=-\Delta S .
\]

Both elements are solid below \(T_m\) and liquid above it. Hence \(G_l-G_s\) passes from positive to negative on heating, and its slope at the crossing cannot be positive. Since the tabulated latent heat is not zero, \(\Delta S>0\) and \(L>0\). The slope of the melting line therefore has the sign of \(\Delta V\).

If \(\Delta V=0\) at some point, the melting temperature is locally stationary under pressure. If \(\Delta S\) and \(\Delta V\) both vanished, as at a continuous transition, the ratio would be undefined and this derivation would not give the slope.

### 2. Signs and sizes

For silicon,

\[
\Delta V=11.0-12.2=-1.2\ \text{cm}^3/\text{mol}
=-1.2\times10^{-6}\ \text{m}^3/\text{mol}.
\]

The liquid occupies less volume than the solid. The slope is

\[
\frac{dT_m}{dP}
=\frac{(1690)(-1.2\times10^{-6})}{5.00\times10^4}
=-4.1\times10^{-8}\ \text{K/Pa}
=-41\ \text{K/GPa}.
\]

For aluminium,

\[
\Delta V=11.4-10.6=+0.8\ \text{cm}^3/\text{mol}
=+0.8\times10^{-6}\ \text{m}^3/\text{mol},
\]

and

\[
\frac{dT_m}{dP}
=\frac{(933)(0.8\times10^{-6})}{1.07\times10^4}
=+7.0\times10^{-8}\ \text{K/Pa}
=+70\ \text{K/GPa}.
\]

The units agree because the moles cancel and J/m³ equals Pa. **Silicon's melting temperature falls with pressure, while aluminium's rises.**

The physical reason can be read from the Gibbs energies. Stay at the old melting temperature and add a small pressure \(p\). The energies were equal before, and each changes by its molar volume times \(p\), so to first order

\[
G_l-G_s=p\,\Delta V .
\]

For silicon this is negative: pressure favours the denser liquid, and the system must be cooled to restore equality. For aluminium it is positive: pressure favours the denser solid, and the system must be heated.

Aluminium has the steeper slope although its volume change is smaller. Its entropy of melting is \(10\,700/933=11.5\) J/(mol K), against \(50\,000/1690=29.6\) J/(mol K) for silicon. A given Gibbs-energy difference therefore takes a larger temperature change to cancel in aluminium.

### 3. The growth vessel

Over 10 MPa, treat the slope as constant. Since 10 MPa is 0.010 GPa,

\[
\delta T_{\rm Si}=(-40.6)(0.010)=-0.41\ \text{K},
\qquad
\delta T_{\rm Al}=(69.8)(0.010)=+0.70\ \text{K}.
\]

The fractional shifts of \(T_m\) are below one part in a thousand. Removing atmospheric pressure altogether, a change of about 0.1 MPa, would raise silicon's melting temperature by about 0.004 K and lower aluminium's by about 0.007 K. Pressure is thus a very weak control on the melting temperature in growth near atmospheric pressure.

### 4. How secure are the signs?

The volume change is a small difference between two larger numbers, so errors in the volumes are magnified. Suppose each molar volume may be wrong by 0.1 cm³/mol and the latent heat by 5%. These are assumed margins, not measured uncertainties.

The volume change then lies between −1.4 and −1.0 cm³/mol for silicon, and between 0.6 and 1.0 cm³/mol for aluminium. Pairing the largest magnitude with the smallest latent heat, and the reverse, gives slopes from −50 to −32 K/GPa for silicon and from 50 to 92 K/GPa for aluminium. The sizes are uncertain by tens of per cent, but neither sign changes.

With the liquid volume held fixed, \(\Delta V\) would vanish if the true solid volume were 9.8% smaller than the tabulated one for silicon, or 7.5% larger for aluminium. The signs are safe against errors of one per cent, but not against arbitrary errors.

The volumes must also refer to the melting point. Rough room-temperature solid volumes are 12.1 cm³/mol for silicon and 10.0 cm³/mol for aluminium. Combining them with the liquid volumes in the table gives −37 and +122 K/GPa. The aluminium result is then about 75% too large relative to +70 K/GPa, because the thermal expansion of the solid has been counted as expansion on melting.

### The real materials

The inputs are typical of the real elements, but rounded. The opposite signs reflect a real difference: solid silicon is less dense than its melt, and solid aluminium is denser than its melt. Within the margins assumed above, the volume data contribute the largest doubt in the initial slopes. Together, the assumed errors in the volumes and the latent heat can move the slopes by up to about 23% for silicon and 32% for aluminium. The calculation for silicon concerns its diamond-structured solid. Near roughly 10 GPa denser solid forms become relevant, and their melting lines need their own volumes and latent heats. The negative slope found here must not be extended to them. A dissolved gas or impurity would shift the equilibrium separately, by an amount not estimated here.

## Variation 1: an added pressure of 1 GPa

**Question.** In a solid-medium press the added pressure may reach 1 GPa. How far does the melting line depart from a straight line?

**Solution.** The straight-line shifts are −40.6 K for silicon and +69.8 K for aluminium. To improve them, let the volumes respond to temperature and pressure. Use constant heat capacities \(c\) at the reference pressure \(P_0\), and for each phase

\[
V(T,P)=V_0\,[1+\alpha(T-T_0)]\,e^{-\kappa(P-P_0)} ,
\]

where \(V_0\) is the tabulated volume and \(T_0\) the melting temperature at \(P_0\). The rough coefficients are:

| Coefficient | Si solid | Si liquid | Al solid | Al liquid |
|---|---:|---:|---:|---:|
| \(\alpha\), 10⁻⁴/K | 0.13 | 1.2 | 1.0 | 1.2 |
| \(\kappa\), 1/GPa | 0.011 | 0.025 | 0.018 | 0.025 |
| \(c\), J/(mol K) | 29 | 27 | 33 | 32 |

Let \(\theta=T-T_0\) and \(p=P-P_0\). Expand \(G_l-G_s=0\) to second order, using \(\partial G/\partial T=-S\), \(\partial G/\partial P=V\) and \(\partial S/\partial T=c/T\):

\[
0=-\Delta S\,\theta+\Delta V\,p
-\frac{\Delta c}{2T_0}\theta^2+a\,\theta p-\frac{b}{2}p^2 ,
\]

with all differences taken at the reference point and

\[
a=V_l\alpha_l-V_s\alpha_s,
\qquad
b=V_l\kappa_l-V_s\kappa_s .
\]

Solve for the \(\theta\) in the first term. In the small terms, \(\theta\) may be replaced by the straight-line value \(\theta_1=p\Delta V/\Delta S\), since the error is of third order:

\[
\theta\simeq\theta_1+\frac{1}{\Delta S}
\left(a\,\theta_1p-\frac{b}{2}p^2-\frac{\Delta c}{2T_0}\theta_1^2\right).
\]

For silicon, \(b=0.275-0.134=0.141\) cm³/(mol GPa). One cm³ GPa is 1000 J, so the compression term is −70 J/mol. Division by 29.6 J/(mol K) gives −2.4 K. The expansion coefficient is \(a=1.16\times10^{-3}\) cm³/(mol K); multiplication by −40.6 K and 1 GPa gives −47 J/mol, or −1.6 K. The heat-capacity term is below 0.1 K. The two main corrections have the same sign as the straight-line shift.

For aluminium, the same steps give −4.1 K from compression, +1.9 K from expansion and +0.2 K from heat capacity. Here compression opposes the straight-line shift and the other two terms partly offset it.

Solving \(G_s=G_l\) numerically for this model, without truncating the expansion, gives

\[
\delta T_{\rm Si}=-44.6\ \text{K},
\qquad
\delta T_{\rm Al}=+67.7\ \text{K}.
\]

Relative to the straight line, the magnitude is 10% larger for silicon and 3% smaller for aluminium. In both elements compression takes more volume from the liquid than from the solid, which makes \(\Delta V\) more negative for silicon and less positive for aluminium. The change of temperature along the melting line adds to this effect in silicon and partly offsets it in aluminium.

These percentages belong to the rough coefficients in the table. Changes of 10% in \(\alpha\) and \(\kappa\) and 5% in \(c\) move the departure between about 8% and 12% for silicon, and between about −7% and +2% for aluminium. For aluminium the corrections nearly cancel, so the sign of its small departure is not fixed by these inputs. The model also requires the isothermal compressibility. The entry 0.025/GPa for liquid silicon is close to the adiabatic value \(\kappa_S\) implied by a sound speed of roughly 3900 m/s. Converting with \(\kappa=\kappa_S+TV\alpha^2/c\) gives about 0.035/GPa, a shift of −46.6 K and a departure of about 15%.

The same numerical melting line tests the Clapeyron relation away from the reference point. At 1 GPa the model has \(\Delta V=-1.389\) cm³/mol and \(L=46.88\) kJ/mol for silicon, and 0.727 cm³/mol and 11.11 kJ/mol for aluminium. With the shifted melting temperatures, the relation gives −48.7 and +65.6 K/GPa. Differentiating the numerical line gives the same values to these digits. The Clapeyron relation has not failed at high pressure; the assumption of a constant slope has.

## Variation 2: a small solid sphere

**Question.** A solid sphere of radius \(r=1\) µm sits in its own melt at atmospheric pressure. Does its melting temperature shift in opposite directions for the two elements?

**Solution.** Let the interface energy per area be \(\gamma\), taken as isotropic and equal to the interface tension. If the radius changes by \(dr\), the work of the pressure difference balances the change in interface energy:

\[
(P_s-P_l)\,4\pi r^2\,dr=\gamma\,8\pi r\,dr,
\qquad\text{so}\qquad
P_s-P_l=\frac{2\gamma}{r}.
\]

The extra pressure acts on the solid alone. Equilibrium now requires \(G_s(T,P+2\gamma/r)=G_l(T,P)\). Expand to first order about the flat-interface melting point, where the two energies are equal:

\[
-S_s\theta+V_s\frac{2\gamma}{r}=-S_l\theta .
\]

Moving the entropy terms to one side gives \(\Delta S\,\theta=-2\gamma V_s/r\), and with \(\Delta S=L/T_m\),

\[
\theta=-\frac{2\gamma V_sT_m}{Lr}.
\]

The volume change \(\Delta V\) does not appear. Since \(V_s\) is positive, both shifts are downward. The balance is unstable: at this fixed temperature a slightly smaller sphere melts away and a slightly larger one grows.

Take rough values \(\gamma=0.40\) J/m² for silicon and 0.15 J/m² for aluminium. The excess pressures are 0.80 and 0.30 MPa, so

\[
\theta_{\rm Si}=-\frac{(0.80\times10^6)(12.2\times10^{-6})}{29.6}
=-0.33\ \text{K},
\]

\[
\theta_{\rm Al}=-\frac{(0.30\times10^6)(10.6\times10^{-6})}{11.5}
=-0.28\ \text{K}.
\]

At this radius the shifts are comparable in size with those caused by 10 MPa of common pressure. At a radius of 1 mm they are a thousand times smaller, so the flat-interface assumption is then good for the growth-vessel estimate. The contrast between silicon and aluminium comes from the part of the pressure common to both phases, while an excess on the solid alone lowers the melting temperature of both. To first order the two shifts add: a 1 µm sphere under 10 MPa of common pressure shifts by about −0.74 K for silicon and +0.42 K for aluminium.

The numerical output below lists the inputs and computed values.

## Calculated quantities

```
Rough rounded material inputs, followed by computed results
Reference pressure [Pa]: 101325
Small added pressure [MPa]: 10
Large added pressure [GPa]: 1
Input melting temperature [K]: Si 1690, Al 933
Input latent heat [kJ/mol]: Si 50.0, Al 10.7
Input solid volume at melting [cm3/mol]: Si 12.2, Al 10.6
Input liquid volume at melting [cm3/mol]: Si 11.0, Al 11.4
Input solid heat capacity [J/(mol K)]: Si 29, Al 33
Input solid volume expansion [1/K]: Si 1.3e-05, Al 1.0e-04
Input solid compressibility [1/GPa]: Si 0.011, Al 0.018
Input liquid heat capacity [J/(mol K)]: Si 27, Al 32
Input liquid volume expansion [1/K]: Si 1.2e-04, Al 1.2e-04
Input liquid compressibility [1/GPa]: Si 0.025, Al 0.025
Volume change on melting [cm3/mol]: Si -1.20, Al 0.80
Volume change / solid volume [%]: Si -9.8, Al 7.5
Entropy of melting [J/(mol K)]: Si 29.59, Al 11.47
Clapeyron slope [K/Pa]: Si -4.056e-08, Al 6.976e-08
Clapeyron slope [K/GPa]: Si -40.56, Al 69.76
Slope from Gibbs-energy roots [K/GPa]: Si -40.56, Al 69.76
Straight-line shift, small pressure [K]: Si -0.406, Al 0.698
Full-model shift, small pressure [K]: Si -0.406, Al 0.697
Straight-line shift, large pressure [K]: Si -40.6, Al 69.8
Full-model shift, large pressure [K]: Si -44.6, Al 67.7
Full shift relative to straight line [%]: Si +10.0, Al -3.0
Large-pressure shift, compression only [K]: Si -42.9, Al 65.7
Large-pressure shift, expansion only [K]: Si -42.2, Al 71.7
Full G_liquid-G_solid at old Tm, large pressure [J/mol]: Si -1270, Al 754
Volume change at large pressure [cm3/mol]: Si -1.389, Al 0.727
Latent heat at large pressure [kJ/mol]: Si 46.88, Al 11.11
Clapeyron slope at large pressure [K/GPa]: Si -48.73, Al 65.55
Root slope at large pressure [K/GPa]: Si -48.73, Al 65.55
Assumed margin on each volume [cm3/mol]: 0.1
Assumed margin on latent heat [%]: 5
Lowest slope within margins [K/GPa]: Si -49.8, Al 49.8
Highest slope within margins [K/GPa]: Si -32.2, Al 91.8
Input room-temperature solid volume [cm3/mol]: Si 12.1, Al 10.0
Wrong slope using that volume [K/GPa]: Si -37.2, Al 122.1
Solid sphere radius [um]: 1
Input interface energy [J/m2]: Si 0.40, Al 0.15
Excess pressure in sphere [MPa]: Si 0.80, Al 0.30
Melting shift from curvature [K]: Si -0.330, Al -0.277
```
